# Mixed kinetic and diffusion control of an isolated hemispherical nucleus

## Result

A hemispherical metal nucleus grows alone on a flat substrate at constant overpotential. If its radius is zero at $t=0$, then

$$
r(t)=\frac{D}{k}\left[\sqrt{1+\frac{2k^2V\Delta c\,t}{D}}-1\right].
$$

Here $D$ is the diffusivity of the metal ion, $k$ the first-order rate constant of deposition, and $V$ the molar volume of the metal. The driving concentration is $\Delta c=c_b-c_e$, where $c_b$ is the bulk ion concentration and $c_e$ the concentration in equilibrium with the deposit at the applied overpotential. For deposition $\Delta c>0$.

At short times $r\simeq kV\Delta c\,t$; at long times $r\simeq\sqrt{2DV\Delta c\,t}$. The length $D/k$ separates the two regimes.

The model assumes a compact deposit, uniform surface kinetics, and no deposition on the substrate around the nucleus. Excess supporting electrolyte suppresses migration, and the solution is at rest apart from the motion caused by growth. The concentration field is taken as steady at each instant. This requires $Vc_b\ll1$ and, more strictly at strong drive, $\sqrt{V\Delta c}\ll1$, because the error in the radius scales as $\sqrt{V\Delta c}$, for reasons given below.

## Flux through the interface

Let $J$ be the net number of moles deposited per unit area and time, positive for growth. With surface concentration $c_s$, first-order deposition and a dissolution rate independent of $c_s$ give

$$
J=kc_s-k_b .
$$

The overpotential $\eta$ is measured from the equilibrium potential in the bulk solution and is negative for deposition. With exchange current density $i_0$ at concentration $c_b$,

$$
k=\frac{i_0}{zFc_b}e^{-\alpha_cF\eta/RT},\qquad
k_b=\frac{i_0}{zF}e^{\alpha_aF\eta/RT}.
$$

Here $\alpha_c$ and $\alpha_a$ are the cathodic and anodic transfer coefficients, $R$ is the gas constant, $T$ the temperature, $F$ the Faraday constant and $z$ the number of electrons per ion. At $\eta=0$ and $c_s=c_b$ the two rates cancel, as they must. The flux also vanishes when $c_s$ equals

$$
c_e=\frac{k_b}{k}=c_b\,e^{(\alpha_a+\alpha_c)F\eta/RT}.
$$

Agreement with the Nernst equation requires $\alpha_a+\alpha_c=z$. Hence

$$
J=k(c_s-c_e),\qquad
\Delta c=c_b\left(1-e^{zF\eta/RT}\right).
$$

At strong cathodic drive $\Delta c$ is nearly $c_b$. At weak drive, $|\eta|\ll RT/(zF)$, expanding the exponential gives $\Delta c\simeq c_b\,zF|\eta|/RT$, and dissolution cannot be dropped.

Both $i_0$ and $\eta$ refer to the bulk composition. If an implementation changes $c_b$, it must update them consistently.

## Flux through the solution

Let $\rho_s$ be the distance from the centre of the hemisphere's base. The steady concentration obeys Laplace's equation, which for a radial field reads

$$
\frac{1}{\rho_s^2}\frac{d}{d\rho_s}
\left(\rho_s^2\frac{dc}{d\rho_s}\right)=0 .
$$

One integration gives $\rho_s^2\,dc/d\rho_s=A$. A second, with $c\to c_b$ far away, gives $c=c_b-A/\rho_s$. The gradient points along the radius, so it has no component normal to the substrate plane. The condition of no flux into the substrate is therefore satisfied, and half of the full-sphere field solves the hemisphere problem.

At the surface $c_s=c_b-A/r$, so $A=r(c_b-c_s)$. The ion flux towards the metal is

$$
J=D\left.\frac{dc}{d\rho_s}\right|_{r}
=\frac{DA}{r^2}=\frac{D(c_b-c_s)}{r}.
$$

The sign is positive because concentration rises outward while the ions move inward.

## Two resistances in series

The interface and the solution carry the same flux. Their two laws can be written as

$$
c_s-c_e=\frac{J}{k},\qquad c_b-c_s=\frac{Jr}{D}.
$$

Adding them eliminates $c_s$:

$$
\Delta c=J\left(\frac1k+\frac rD\right),
\qquad
J=\frac{k\Delta c}{1+kr/D}.
$$

The kinetic resistance $1/k$ is fixed, while the diffusion resistance $r/D$ grows with the nucleus. They are equal at $r=D/k$. Control therefore passes from the interface to the solution as the nucleus grows, even though the potential is constant.

The surface concentration follows from $c_s=c_e+J/k$:

$$
\frac{c_s-c_e}{\Delta c}=\frac{1}{1+kr/D}.
$$

Substituting $J$ into $A=Jr^2/D$ gives the outer field

$$
c=c_b-\Delta c\,\frac{a}{\rho_s},
\qquad a=\frac{r^2}{r+D/k}.
$$

The capture length $a$ measures how far the nucleus depletes the solution. It is smaller than $r$, and the ratio $a/r$ approaches 1 under diffusion control.

## Growth law

The hemisphere has volume $2\pi r^3/3$ and curved area $2\pi r^2$. Each deposited mole adds volume $V$, so

$$
\frac{d}{dt}\left(\frac{2\pi r^3}{3}\right)
=2\pi r^2\frac{dr}{dt}=2\pi r^2VJ .
$$

Cancelling the area and inserting $J$,

$$
\frac{dr}{dt}=\frac{kV\Delta c}{1+kr/D}.
$$

The flux is the same at every point of the surface, so an exact hemisphere stays a hemisphere. Whether small bumps on it die out is a separate question, treated under the limits of use. Separating variables and integrating from zero radius,

$$
\int_0^r\left(1+\frac{kr'}{D}\right)dr'
=kV\Delta c\int_0^t dt',
$$

$$
r+\frac{kr^2}{2D}=kV\Delta c\,t .
$$

Define $\rho=kr/D$ and $\tau=k^2V\Delta c\,t/D$. Multiplying the last equation by $k/D$ gives $\rho+\rho^2/2=\tau$. Doubling and adding 1 completes the square:

$$
(1+\rho)^2=1+2\tau,\qquad
\rho=\sqrt{1+2\tau}-1 .
$$

The positive root is required because $\rho\ge0$. Restoring the units gives the stated result.

For a nucleus of initial radius $r_0$, the integral starts at $\rho_0=kr_0/D$, and the same algebra gives

$$
\rho=\sqrt{(1+\rho_0)^2+2\tau}-1 .
$$

This form also handles a potential that changes in steps: the final radius of one interval becomes $r_0$ of the next, with new $k$ and $\Delta c$. It assumes that the concentration field has readjusted after each step, and the readjustment decays only as $t^{-1/2}$. For the copper example below, switching the drive on in uniform solution at a fixed radius of 7.07 µm deposits 62%, 23% and 7.5% more than the steady flux over 0.1, 1 and 10 s. Short pulses on a grown nucleus therefore need the time-dependent field.

For small $\tau$ the subtraction in $\sqrt{1+2\tau}-1$ loses digits. Multiplying and dividing by $\sqrt{1+2\tau}+1$ gives a form without that cancellation:

$$
\rho=\frac{2\tau}{1+\sqrt{1+2\tau}} .
$$

The closed form was tested against numerical integration of the two separate flux laws. The cases were $\eta=-280$ mV and $-20$ mV from zero radius, and $-280$ mV from $r_0=D/k$, using the copper parameters below. For $\tau$ between 0.05 and 50 the radii agreed within one part in $10^6$. The weak-drive case matters because there $c_e$ is about $0.21\,c_b$, so an error in the dissolution term would show.

## The crossover

For $\tau\ll1$, expansion of the square root gives

$$
\rho=\tau-\frac{\tau^2}{2}+\cdots,
\qquad r\simeq kV\Delta c\,t .
$$

The diffusivity drops out because the surface concentration is still close to $c_b$. For $\tau\gg1$,

$$
\rho=\sqrt{2\tau}-1+\frac{1}{2\sqrt{2\tau}}+\cdots,
\qquad
r\simeq\sqrt{2DV\Delta c\,t}-\frac Dk .
$$

The leading term no longer contains $k$, but the kinetic stage leaves a constant offset $-D/k$. Its relative importance decays only as $t^{-1/2}$.

The local growth exponent shows the change continuously. Let $s=\sqrt{1+2\tau}$, so that $\rho=s-1$, $\tau=(s^2-1)/2$ and $d\rho/d\tau=1/s$. Then

$$
n=\frac{d\ln r}{d\ln t}
=\frac{\tau}{\rho}\frac{d\rho}{d\tau}
=\frac{s^2-1}{2s(s-1)}
=\frac12+\frac{1}{2\sqrt{1+2\tau}} .
$$

It falls from 1 to $1/2$. The midpoint $n=3/4$ occurs at $s=2$, which means $\tau=3/2$ and $r=D/k$.

The two leading asymptotes meet where $\tau=\sqrt{2\tau}$, hence at $\tau=2$. Both then give $r=2D/k$, while the true radius is $(\sqrt5-1)D/k\simeq1.24\,D/k$. Switching from one asymptote to the other at this point would overestimate the radius by 62% of its true value.

The errors of the asymptotes follow from $\tau=\rho+\rho^2/2$:

$$
\frac{r_{\rm linear}}{r}=\frac{\tau}{\rho}=1+\frac{\rho}{2},
\qquad
\frac{r_{\rm root}}{r}=\frac{\sqrt{2\tau}}{\rho}
=\sqrt{1+\frac{2}{\rho}} .
$$

The linear law is within 5% of the true radius for $\rho\le0.1$, or $\tau\le0.105$. The root law is within 5% for $\rho\ge19.5$, or $\tau\ge210$. Between these limits time increases by a factor of about 2000, so the full expression is needed over a wide range.

For data analysis it is useful to solve for time. If the nucleus appeared at $t_0$ with negligible size,

$$
t=t_0+\frac{r}{kV\Delta c}+\frac{r^2}{2DV\Delta c}.
$$

A quadratic fit of time against radius thus separates the kinetic coefficient from the diffusive one, provided that the model's assumptions hold throughout the record and that the record spans $r\simeq D/k$. In the copper example below, with $t_0$ fitted and each residual divided by $t$, 30 radii with 1% noise fix both coefficients to about 1–1.5% over 1–100 s, but leave $D$ uncertain by 20–30% over 0.2–2 s and $k$ by 25–45% over 300–3000 s. An unweighted fit is worse: about 4% for both coefficients over 1–100 s, 40% for $D$ over 0.2–2 s and 55–60% for $k$ over 300–3000 s. The time-dependent field treated below raises the fitted $D$ by about 3% over 1–100 s. A fitted $t_0$ absorbs most of the capillary delay treated below; with $t_0$ fixed at zero, that delay (1 nm starting radius, shift acting as lost overpotential) lowers the fitted $k$ by about 4% and raises $D$ by about 6%.

## Current and charge

The magnitude of the deposition current is $I=zFJ\,2\pi r^2$, or

$$
I=2\pi zFk\Delta c\,\frac{r^2}{1+kr/D}.
$$

At early times the denominator is 1, and

$$
I\simeq2\pi zFk^3V^2(\Delta c)^3t^2 .
$$

At late times the denominator is $kr/D$, and

$$
I\simeq2\pi zFD\Delta c\,r
\simeq2\pi zFD\Delta c\sqrt{2DV\Delta c\,t}.
$$

These two laws converge more slowly than those for the radius. Their ratios to the true current are $(1+\rho)(1+\rho/2)^2$ and $\sqrt{2\tau}\,(1+\rho)/\rho^2$, so an error below 5% needs $\tau<0.025$ or $\tau>850$. The current density falls throughout growth, but the total current rises because the area increases faster. The charge follows from $J\,dt=dr/V$:

$$
Q=\int_0^t I\,dt'
=\frac{zF}{V}\int_0^r2\pi r'^2dr'
=\frac{2\pi zF}{3V}r^3 .
$$

## Worked example: copper

Take rough typical values for copper in an acid sulfate bath at 298.15 K: $c_b=0.10$ mol/L, $D=6.0\times10^{-6}$ cm²/s, $V=7.1$ cm³/mol, $i_0=2.0$ mA/cm², $z=2$ and $\alpha_c=0.5$. The overpotential is $-280$ mV. Since $RT/F=25.7$ mV,

$$
k=\frac{2.0\times10^{-3}}{2(96485)(1.0\times10^{-4})}
e^{0.5(280/25.7)}
\simeq0.0241\ \mathrm{cm/s}.
$$

The ratio $c_e/c_b$ is $3.4\times10^{-10}$, so $\Delta c$ equals $c_b$ for practical purposes and $V\Delta c=7.1\times10^{-4}$. The scales are

$$
\frac Dk=2.49\ \mu\mathrm m,\qquad
kV\Delta c=171\ \mathrm{nm/s},\qquad
\frac{D}{k^2V\Delta c}=14.55\ \mathrm s .
$$

The exponent reaches $3/4$ at $1.5\times14.55=21.8$ s. At 100 s, $\tau=100/14.55=6.87$, and therefore

$$
r=2.49\left(\sqrt{1+13.75}-1\right)
\simeq7.07\ \mu\mathrm m .
$$

| $t$ (s) | $r$ (µm) | linear (µm) | root (µm) | $n$ |
|---|---|---|---|---|
| 1 | 0.166 | 0.171 | 0.923 | 0.97 |
| 10 | 1.35 | 1.71 | 2.92 | 0.82 |
| 100 | 7.07 | 17.1 | 9.23 | 0.63 |

At 1 s the linear law is 3% above the true radius. At 100 s the root law is still 31% above it, although the surface concentration has fallen to 26% of the bulk value. The offset slightly overshoots this gap: $9.23-2.49=6.74$ µm, and the next term of the expansion adds 0.34 µm.

The total current rises from 0.75 nA at 1 s to 380 nA at 100 s, while the current density falls from 436 to 121 mA/cm². The charge passed by 100 s is 20.1 µC.

With the other parameters fixed, reducing the drive to $-200$ mV raises $D/k$ to 11.8 µm. The time at which $n=3/4$ scales as $1/k^2$ here, because $\Delta c$ hardly changes. It rises by $(11.81/2.49)^2\simeq22.5$, to about 490 s.

## Why the field may be treated as steady

Two separate approximations are involved. The first concerns the moving surface. If the liquid stayed at rest, the advancing surface would also sweep up ions at the rate $c_s\,dr/dt=c_sVJ$. The balance would then be

$$
J=D\left.\frac{dc}{d\rho_s}\right|_r+c_sVJ,
$$

a relative change of at most about $Vc_b$, here $7\times10^{-4}$. If the deposit instead pushes the liquid outward at the speed of the surface, this term vanishes. In a real bath the liquid at the surface moves at $(V-\bar V)J$, where $\bar V$ is the partial molar volume of the ion, and the term becomes $c_s\bar VJ$. A rough $\bar V\simeq-28$ cm³/mol makes it negative and up to $3\times10^{-3}$ in relative size. In all three cases the radius at 100 s agrees within 0.1%.

The second approximation is larger. Diffusion has spread only to a distance of order $\sqrt{Dt}$, whereas the steady field extends to infinity. The steady depletion at that distance, relative to $\Delta c$, is $a/\sqrt{Dt}$. Dropping the positive linear term in the integrated growth law gives $r^2\le2DV\Delta c\,t$, and since $a<r$,

$$
\frac{a}{\sqrt{Dt}}<\sqrt{2V\Delta c}.
$$

At fixed $\tau$, $a$ is a fixed multiple of $D/k$, while $\sqrt{Dt}=(D/k)\sqrt{\tau/(V\Delta c)}$. The ratio $a/\sqrt{Dt}$ is then proportional to $\sqrt{V\Delta c}$, and the error should scale in the same way. For the example at 100 s, $\sqrt{Dt}=245$ µm and $a=5.23$ µm, so the ratio is about 2%.

A numerical solution of the time-dependent diffusion problem, with a moving surface and radially displaced liquid, tests this estimate. It starts with a nucleus of radius $0.01D/k$ in uniform solution, with the clock set to the time at which the closed form reaches that radius. At the example's final $\tau$ its radius is 1.05% larger than the closed form. With $V\Delta c$ reduced sixteenfold at the same $\tau$, the excess is 0.26%, a factor of four smaller, as the square-root scaling predicts. With $V\Delta c$ ten times larger, as in a 1 mol/L bath, it is 3.3% at the same $\tau$. The excess is larger deep in the diffusion regime, where it approaches 1.7% for the example and about 5.5% at 1 mol/L. The excess is positive because the real depletion zone is less extended than the steady one, which leaves more ions near the nucleus.

## Other limits of use

**Neighbours.** One equal nucleus 100 µm away lowers the local concentration by about $a/d=5.23/100$, or 5% of $\Delta c$, if its field is steady. Many neighbours matter far more. For $N$ nuclei per unit area, summing $a/d$ out to $\sqrt{Dt}$ gives the estimate

$$
\int_0^{\sqrt{Dt}}\frac ad\,2\pi Nd\,dd
=2\pi Na\sqrt{Dt}.
$$

A mean spacing of 100 µm, $N=10^4$ cm⁻², gives 0.8 at 100 s. This overstates the effect, because it uses the final $a$ and ignores that depleted nuclei take up less. Treating the neighbours as time-dependent point sinks that slow each other gives a depletion of about 0.32 for a square lattice and 0.38 for a random array, and a radius 9–12% below the isolated value. At 400 µm spacing the same treatment gives about 0.04 for a random array and below 0.01 for a lattice. Keeping the depletion at 100 s below 0.05 requires fewer than about 600 nuclei per cm² by the simple sum and fewer than about 800 by the random point sinks, a spacing of roughly 350–400 µm.

**Convection.** With a rough natural-convection layer of 200 µm, the steady depletion at its edge is 2.6% of $\Delta c$ at 100 s. A correction of a few per cent to the flux is expected. The root law becomes accurate to 5% only at $r\simeq49$ µm, after about 3000 s. There $a\simeq46$ µm, and the depletion at the same edge would be 23%. In this example convection therefore intervenes before a clean square-root regime is reached. With the bulk concentration imposed at the layer edge, the exponent $n$ falls no lower than about 0.57 and then rises. The radius comes within 5% of the root law near 950 s, but only because the extra supply offsets the kinetic lag.

**Capillarity.** Take a contact angle of 90° and equal interfacial energies of the substrate with metal and with solution, so that the base adds no net energy. The surface energy is then $2\pi r^2\gamma$ and the amount of metal $2\pi r^3/(3V)$. Dividing their derivatives gives $2\gamma V/r$ per mole, equivalent to a potential shift $2\gamma V/(zFr)$. With a rough $\gamma=1.5$ J/m², this is 11 mV at $r=10$ nm. If it acts as lost overpotential, $k$ is multiplied by 0.81. The shift falls as $1/r$, but the early delay persists. For starting radii of 5 to 0.5 nm the radius lies below the closed form with the same $r_0$ by 4–15% at 1 s, by 0.6–1.5% at 10 s and by about 0.1% at 100 s. Against the zero-radius formula the deficit at 1 s is 2–14%, comparable with or larger than the 3% gap between the linear law and the formula. If the shift instead acts only on dissolution, by raising $c_e$, these starting radii show no appreciable delay at $-280$ mV. Where the shift equals $|\eta|$ the nucleus is critical and smaller ones dissolve: $r^*=2\gamma V/(zF|\eta|)$ is 0.4 nm at $-280$ mV and 5.5 nm at $-20$ mV. A hemisphere of 0.4 nm radius holds only about ten atoms, so a continuum surface energy gives no more than an order of magnitude there. Growth from zero radius is therefore an idealisation.

**Electric field.** The current spreads over a hemisphere of area $2\pi\rho_s^2$. In a bath of uniform composition and conductivity $\kappa$ the ohmic drop would be

$$
\int_r^\infty\frac{I}{2\pi\kappa\rho_s^2}\,d\rho_s
=\frac{I}{2\pi\kappa r}.
$$

For $\kappa=0.2$ S/cm it is 0.43 mV at 100 s. The composition near the nucleus is not uniform, however. In the steady field the supporting ions carry no net flux, and the drop is fixed by how they redistribute to keep the solution neutral as copper is depleted. For 0.5 mol/L sulfuric acid, treated as an ideal dilute solution, this gives 1.1 mV at 100 s if the acid is fully dissociated and 3.6 mV if the sulfate is all bisulfate, which lowers $k$ by 2–7%. This excludes the drop due to the rest of the electrode. The copper transport number, estimated as $z^2F^2Dc_b/(RT\kappa)$, is 0.045, but it does not set the steady migration effect, which depends on the ratio of copper to supporting ions. In the same two cases the field raises the diffusion-limited flux by 6% and 20%, and, with the lowered $k$ included, the radius at 100 s by about 2.5% and 8%. A bath with $\kappa\simeq0.2$ S/cm lies nearer the bisulfate case, so neglecting migration needs a larger excess of acid.

**Shape stability.** Let the surface carry a small bump $\delta\,P_l(\cos\theta)$ with even $l$, so that the substrate condition still holds. Solving Laplace's equation with the kinetic boundary condition to first order in $\delta$ gives

$$
\frac{d\ln(\delta/r)}{d\ln r}=\frac{(l-1)\rho}{\rho+l+1}-1 .
$$

This is negative for every $l$ while $\rho<1$, and, for $l>2$, positive once $\rho>(l+1)/(l-2)$. Beyond $r=D/k$ short bumps therefore grow faster than the nucleus. If capillarity acts as lost overpotential, it cuts off the shortest modes. For a bump that appears at the most favourable radius, $\rho\simeq1.3$–2.3, the largest gain in $\delta/r$ is then about 1.5 by 100 s in the example, about 9 by $\rho=6$ and about $10^5$ by $\rho=19.5$. A bump present from $\rho=0.1$ first shrinks relative to the nucleus, and its largest net factors are about 0.2, 0.5 and 200. Deep in the diffusion regime a smooth hemisphere should not be expected.

**Relation to real plating.** The example represents a dilute, additive-free bath driven hard. Its initial local current density, $zFk\Delta c\simeq465$ mA/cm², is well above the tens of mA/cm² typical of average plating currents. Production baths usually contain more copper, and also additives that alter the kinetics across the surface. Facets and roughness would break the assumption of uniform flux. Isolation is a further severe limit: at 100 s a spacing of 100 µm already lowers the supply by about a third and the radius by about 10%. The formula suits sparse nuclei. For denser ones it holds only between the end of the capillary stage and the onset of mutual depletion, and this window closes as the density rises. In the example the mean depletion of a random array reaches 5% at about 19 s for $10^4$, 2 s for $10^6$ and 0.3 s for $10^8$ nuclei per cm². At those times the capillary deficit in radius (2 nm starting radius, shift acting as lost overpotential) is still 0.4%, 3% and 15%.

The inputs and computed values of the growth example are collected in the numerical output below; the estimates for pulses, noisy fits, concentrated baths, liquid motion, growth with a convection layer, many neighbours, capillary delay, migration and shape stability are not part of it.

## Table of computed values

```
INPUTS (rough typical values, copper acid sulfate bath)
temperature = 298.15 K; electrons per ion = 2
Cu(II) concentration = 0.10 mol/L
diffusivity = 6.0e-06 cm2/s
molar volume = 7.1 cm3/mol
exchange current density = 2.0 mA/cm2
cathodic transfer coefficient = 0.5
overpotential = -280 mV
SCALES
rate constant k = 0.0241 cm/s
c_eq/c_bulk = 3.42e-10
V*dc = 7.100e-04 (no unit)
initial growth speed k*V*dc = 171.1 nm/s
crossover length D/k = 2.490 um
time unit D/(k^2 V dc) = 14.55 s
time when r = D/k, exponent 3/4 = 21.82 s
time when asymptotes meet = 29.10 s
  asymptotes there = 4.979 um
  true radius there = 3.077 um
D/k at -200 mV = 11.81 um
GROWTH: t(s) r(um) linear(um) root(um) exponent cs/cb
   0.1   0.0171   0.0171   0.2919  0.997  0.993
   1.0   0.1656   0.1711   0.9230  0.969  0.938
  10.0   1.3468   1.7111   2.9189  0.824  0.649
  30.0   3.1459   5.1334   5.0557  0.721  0.442
 100.0   7.0707  17.1115   9.2304  0.630  0.260
CURRENT: t(s) total(nA) density(mA/cm2)
   1.0     0.751    436.1
  10.0    34.397    301.8
 100.0   380.430    121.1
charge passed by 100 s = 20.12 uC
NEGLECTED EFFECTS (at 100 s unless a radius is given)
radius excess, full moving-boundary solution = 1.05 %
same with V*dc 16 times smaller = 0.26 %
capture length a = 5.23 um
steady depletion by one equal nucleus at 100 um = 5.2 %
steady depletion left at convection layer edge, 200 um = 2.6 %
surface energy used = 1.5 J/m2
capillary shift at r = 10 nm = 11.0 mV
k factor if shift acts like lost overpotential = 0.81
bath conductivity used = 0.2 S/cm
ohmic drop in the bath = 0.43 mV
Cu(II) transport number, Nernst-Einstein = 0.045
```
